# Square-root field dependence of one-dimensional drift among frozen random dipoles, part 2

A carrier of charge $e>0$ moves, overdamped, along a line in a static energy landscape $U$. Neutral dipoles of density $n$ and moment $p$, frozen at random positions and in random directions in a medium of permittivity $\varepsilon$, create $U$. The question is how the mobility $\mu$ depends on the field $E$, and when $\ln\mu$ is nearly straight against $\sqrt E$.

The bare mobility is $\mu_0$, $F=eE$ and $\beta=1/kT$. With energies in eV and lengths in nm, 1 MV/cm gives $F=0.1$ eV/nm. Carriers of fixed density $n_c$ carry $J_c=en_c\mu E$. This is bulk-limited: the contacts supply what the bulk can carry.

The carrier is a Gaussian cloud of rms width $b$ per axis, with field $(e/4\pi\varepsilon_0\varepsilon)\,\mathbf g$. With $\kappa=ep/(4\pi\varepsilon_0\varepsilon)$, $A=(4\pi/3)n\kappa^2$ and core length $a=\sqrt\pi b$, the landscape, taken as Gaussian, has covariance $C(y)=(A/y)\operatorname{erf}(y/2b)$ and variance $\sigma^2=C(0)=A/a$. We use $s=\beta\sigma$ and $z=2\beta^{3/2}\sqrt{AF}$.

On an infinite line,

$$\frac{\mu_0}{\mu}=\beta F\int_0^\infty dy\,\exp\left\{-\beta Fy+\beta^2[C(0)-C(y)]\right\}. \tag{4}$$

With $u=\beta Fy$ this becomes

$$\frac{\mu_0}{\mu}=\int_0^\infty du\,e^{-u}\exp\left\{s^2\left[1-\frac{C(u/\beta F)}{\sigma^2}\right]\right\}\longrightarrow e^{s^2}\quad(F\to0). \tag{5}$$

Replacing $C(y)$ by its tail $A/y$ gives an upper bound on $\mu$, with $K_1$ a modified Bessel function:

$$\frac{\mu}{\mu_0}=\frac{e^{-s^2}}{zK_1(z)}. \tag{7}$$

The exponent $\varphi(y)=P_1y+Q/y$, with $P_1=\beta F$ and $Q=\beta^2A$, has its minimum, the saddle, at $y_*=\sqrt{\beta A/F}$. For large $z$,

$$\ln\frac{\mu}{\mu_0}\approx-s^2+z-\frac12\ln\frac{\pi z}{2}. \tag{10}$$

This lies above the logarithm of (7) by about $3/(8z)$, and its slope is $d\ln\mu/dz\approx1-1/(2z)$. The window for the $\sqrt E$ law runs from $z=2$ to $z=s^2$, where $F=\beta\sigma^2/(4a)$ and the core begins to matter. Neither edge is sharp.

The example uses $\varepsilon=3.0$, $n=10$ nm⁻³, $p=1$ D and $b=0.30$ nm. The numerical output at the end also lists earlier checks of the covariance, of (4) on sampled rings, and of the field powers for other correlation tails.

### Worked example: inputs

The parameters are round and lie in the rough regime of a dense organosilicate low-k film: $\varepsilon=3.0$, $n=10^{22}$ cm⁻³ = 10 nm⁻³, $p=1$ D, $b=0.30$ nm, thickness 100 nm. At 300 K, $kT=0.02585$ eV.

One debye is 0.02082 $e$ nm, and $e^2/4\pi\varepsilon_0=1.44$ eV nm. Hence $\kappa=1.44\times0.02082/3.0=0.00999$ eV nm², and

$$A=\frac{4\pi}{3}\times10\times(0.00999)^2=4.18\times10^{-3}\ \text{eV}^2\,\text{nm}.$$

With $a=0.532$ nm this gives $\sigma=\sqrt{A/a}=0.0887$ eV, $s=3.43$ and $s^2=11.77$. The window at 300 K runs from 0.041 MV/cm ($z=2$) to 1.43 MV/cm ($z=s^2$).

At 1 MV/cm, $F=0.1$ eV/nm and

$$z=\frac{2\sqrt{4.18\times10^{-3}\times0.1}}{(0.02585)^{3/2}}=9.84 .$$

The saddle formula gives $-11.77+9.84-1.37=-3.30$. The values of $\ln(\mu/\mu_0)$ at four fields are:

| $E$ (MV/cm) | $z$ | $y_*$ (nm) | integral (4) | Bessel (7) | saddle (10) |
|---|---|---|---|---|---|
| 0.10 | 3.11 | 4.02 | −9.56 | −9.56 | −9.45 |
| 0.25 | 4.92 | 2.54 | −7.95 | −7.94 | −7.87 |
| 0.50 | 6.96 | 1.80 | −6.08 | −6.06 | −6.01 |
| 1.00 | 9.84 | 1.27 | −3.49 | −3.34 | −3.30 |

At low field the error of the saddle formula is close to $3/(8z)$, which is 0.12 at 0.1 MV/cm. At 1 MV/cm most of the error is shared by the Bessel form, so it comes from the core.

A straight-line fit of integral (4) against $\sqrt E$, at 25 points between 0.1 and 1 MV/cm, has slope 8.94 per $\sqrt{\text{MV/cm}}$. The leading value $z/\sqrt E$ is 9.84, so the fitted slope is 9% below it. The prefactor and the core both lower the slope, but they bend the line in opposite directions. The Bessel form (7) alone deviates from a line by 0.048 in $\ln\mu$, and the core reduces this to 0.023. The cancellation depends on $b$. At fixed $A$ the deviation is 0.046 for $b=0.20$ nm. For $b=0.40$ nm the upper edge of the window falls to 0.80 MV/cm, the deviation is 0.25 and the slope is 8.14. A good fit to a line is therefore no proof that its slope is the leading coefficient.

For a current we choose $\mu_0=10^{-6}$ cm²/Vs and $n_c=10^{12}$ cm⁻³. At 1 MV/cm,

$$J_c=(1.60\times10^{-19})(10^{12})(3.06\times10^{-8})(10^6)=4.9\times10^{-9}\ \text{A/cm}^2,$$

and at 0.1 MV/cm it is $1.1\times10^{-12}$ A/cm². Both scale with the chosen product $n_c\mu_0$.

### Comparison with charged traps and contacts

In Poole-Frenkel emission a carrier leaves a trap of opposite charge. With $q=e^2/(4\pi\varepsilon_0\varepsilon)$ its energy at distance $r$ along the field is $-q/r-Fr$. The maximum lies at $r=\sqrt{q/F}$ and is lowered by $2\sqrt{qF}$. In Schottky emission the image energy is $-q/(4x)$. The maximum of $-q/(4x)-Fx$ lies at $x=\frac12\sqrt{q/F}$ and is lowered by $\sqrt{qF}$. Suppose the full lowering enters the Boltzmann factor of the density of free carriers, and these carriers drift with a constant mobility. Then $J_c/E$ is proportional to that factor, and the slopes of $\ln(J_c/E)$ against $\sqrt F$ are $2\beta\sqrt q$ and $\beta\sqrt q$. These can be compared with the slope of $\ln\mu$. If the rate of crossing the contact barrier limits the current instead, the Schottky factor multiplies $J_c$ itself. Then $\ln J_c$ must be fitted, which has a larger slope and returns a smaller permittivity than the one found below.

Suppose the fitted dipolar slope of 8.94 were read in this way. At 1 MV/cm the Poole-Frenkel reading requires $2\sqrt{qF}=8.94\times0.02585=0.231$ eV, so $q=0.134$ eV nm and the apparent permittivity is $1.44/0.134=10.8$. The Schottky reading needs $q$ four times larger and returns 2.7. The second value is close to the assumed 3.0, though the model contains no contact barrier. It is a coincidence of these parameters, since the dipolar slope depends on $np^2/\varepsilon^2$ and not on $\varepsilon$ alone. A permittivity that looks reasonable does not by itself identify the mechanism.

For one-dimensional paths, temperature separates the slopes better. At fixed $A$ the leading dipolar coefficient varies as $T^{-3/2}$, and the two emission slopes vary as $T^{-1}$. Between 300 K and 378 K these powers predict ratios of 0.707 and 0.794. The fitted slope at 378 K, over the same fields, is 5.90, and the ratio is 0.660. It lies below 0.707 because $z$ is smaller at 378 K, which strengthens the correction $1/(2z)$, and because the upper edge of the window has moved down to 1.14 MV/cm.

### Which places on the line control the speed

The average $\langle e^{\beta[U(y)-U(0)]}\rangle$ is dominated by unusual landscapes. Weighting a Gaussian field by this exponential shifts its mean at any point $x$ by $\beta$ times the covariance of $U(x)$ with $U(y)-U(0)$. At $x=0$ the shift is $-\beta[C(0)-C(y)]$, and at $x=y$ it is the same amount upward. In units of $\sigma$, with $C(y_*)\approx A/y_*$, each shift is

$$s\left(1-\frac a{y_*}\right).$$

At 0.1 MV/cm this is $3.43(1-0.532/4.02)=2.98$. The controlling event is a valley about three standard deviations deep, followed several nanometres later by a hill about three standard deviations high. The saddle is broad at this field, so the distance varies widely around $y_*$. At 1 MV/cm the shifts are 2.0. Such pairs are rare, particularly at low field, and a carrier on a line cannot avoid them.

### Finite thickness

A film 100 nm thick may contain no pair of the controlling kind along a given path. Moreover, separate paths conduct in parallel, so their speeds are averaged, whereas (4) averages inverse speeds. The mean of positive speeds is never below the inverse of the mean inverse speed.

To size the effect, 400 periodic strands of length 100 nm were sampled with the example's landscape statistics, each holding one carrier. Their mean mobility exceeds the infinite-line result by a factor of $16.7\pm1.1$ at 0.1 MV/cm and $3.4\pm0.1$ at 1 MV/cm. The gain in $\ln\mu$ between these fields falls from 6.07 to $6.07-\ln16.7+\ln3.4\approx4.5$. The larger factor at low field agrees with the greater rarity of the controlling pairs, but the two causes were not separated. The infinite-line result is approached slowly: at 0.1 MV/cm, strands of 10 µm still exceed it by a factor of about 2.

### Detours in three dimensions

A real carrier can also step sideways around a hill. This was estimated on periodic cubic lattices of 12 sites per side with spacing $a$, so that a box measures 6.4 nm. Six landscapes were used. The one-dimensional reference comes from the same boxes with sideways steps forbidden and inverse speeds averaged. Mobilities are relative to the same lattice without disorder.

At 0.25 MV/cm, $\ln(\mu/\mu_{\rm free})$ is $-2.35\pm0.27$ with detours and $-5.36$ without. At 1 MV/cm the values are $-1.49\pm0.13$ and $-2.17$. In this sample the mobility with detours is higher by factors of about 20 and 2. Six boxes under-sample the rare pairs that set the one-dimensional average. With 24 boxes the values without detours are $-6.0$ and $-2.8$, those with detours are $-2.25\pm0.10$ and $-1.38\pm0.06$, and the factors are about 40 and 4. Part of each factor comes from the averaging, because with detours the speeds of the six boxes were averaged directly and not as inverses. The gain in $\ln\mu$ between the two fields drops from 3.20 to 0.86. These gains are not converged in box size. For 16 and 20 sites per side the gain with detours is about 1.1 and 1.3, against 3.9 and 4.5 without, and the value with detours at 0.25 MV/cm falls to $-2.6$ and $-2.9$.

These are rough figures. The periodic boxes leave out the uniform part of the landscape, which lowers its variance by about a quarter. They are also short compared with the distances that matter at low field, and even the one-dimensional gain of 3.20 is below the 4.46 of the infinite line. Two fields also cannot show whether the three-dimensional dependence follows $\sqrt E$. They do show that the one-dimensional slope is far too steep for a carrier free to move sideways in this landscape. Formula (10) should not be used to extract $np^2$ from a measured slope, unless the transport path is known to be effectively one-dimensional and long.

### Smaller corrections

**Discrete dipoles.** For dipoles at random positions the exponential average can be found without the Gaussian assumption. A volume element $d^3R$ holds a dipole with probability $n\,d^3R$, and averaging $e^{h\cos\vartheta}$ over directions gives $\sinh h/h$. The product over all elements is

$$\langle e^{\beta[U(y)-U(0)]}\rangle=\exp\left\{n\int d^3R\left[\frac{\sinh h}{h}-1\right]\right\},\quad h=\beta\kappa\,|\mathbf g(\mathbf R-\mathbf y)-\mathbf g(\mathbf R)|.$$

The first term of the expansion, $h^2/6$, reproduces the Gaussian result. At $y_*$ the full exponent is 9.47 instead of 9.31 at 0.25 MV/cm, and 7.06 instead of 6.86 at 1 MV/cm. Judged by these exponents at the saddle alone, the mobility is lowered by roughly 15 to 20%. The reduction is similar at the two fields, so the effect on the slope is small.

**Hop length.** If the carrier hops a distance $a$ with rates proportional to $e^{\pm g/2}$, where $g=eEa/kT$, its speed without disorder exceeds the linear law by the factor $\sinh(g/2)/(g/2)$. At 1 MV/cm $g=2.06$ and the factor is 1.19.

**Alignment and space charge.** At 1 MV/cm the ratio $pE/kT$ is 0.08, so the applied field hardly aligns even free dipoles. The chosen carrier density changes the field across the film by $en_cL/(\varepsilon_0\varepsilon)=6\times10^{-6}$ MV/cm, with $L=100$ nm.

**Supply of carriers.** For a triangular barrier of 2.5 eV and a mass of half the electron mass, the tunnelling exponent $4\sqrt{2m}\,\Phi^{3/2}/(3\hbar eE)$ is 191 at 1 MV/cm. Tunnelling through such a barrier is negligible as a parallel current. It is equally unable to supply the bulk, so the bulk-limited assumption needs another source of carriers.

### The model beside a real film

Dense organosilicate films have a permittivity near 3, and they break down at several MV/cm as a rough figure, so the fields used here lie below breakdown. The density and moment of the polar groups are rough, and the carrier width is a model choice. The values of $n_c$ and $\mu_0$ were chosen to give a small leakage current, so the magnitude of $J_c$ is no evidence for the model. In a real film carriers can also step sideways, which breaks the one-dimensional assumption. In the lattice estimates this moves $\ln\mu$ by about 4 at 0.25 MV/cm, a figure that still grows with box size, and by about 1.3 at 1 MV/cm. Real films may also contain pores, moisture and charged defects, none of which is included. What the calculation establishes is a possibility: neutral frozen dipoles can produce a nearly straight line on a $\sqrt E$ plot, for very long one-dimensional paths and, with the parameters used here, fields between 0.1 and 1 MV/cm.

### Notes for implementation

Evaluate (4) in the variable $u=\beta Fy$, as in (5), on a logarithmic grid, and sum the exponentials in logarithmic form. The saddle lies at $u_*=\beta Fy_*=z/2$, with a width of about $\sqrt{z}/2$, since $\varphi''/P_1^2=4/z$. The upper limit must lie many widths beyond $u_*$. Near $y=0$ use $C(0)=\sigma^2$, to avoid dividing zero by zero. Use (7) as an upper bound on the result, and $e^{-s^2}$ as its low-field limit. Most of the values quoted above are collected in the numerical output that follows.

## Computed results

```
dipole moment: 1.00 D = 0.02082 e nm
dipole density: 1.0e+22 cm^-3; permittivity 3.0
carrier width b: 0.30 nm; core length a: 0.5317 nm
tail strength A: 4.1830e-03 eV^2 nm
sigma: 0.0887 eV; kT(300 K): 0.02585 eV
s: 3.431; s^2: 11.771
largest covariance error, direct/formula: 2.9e-14
ring test s=1.5, beta F a=0.3: mu0/mu sampled 3.805 +- 0.031
ring test, formula: 3.829
field powers for tails 1/y, 1/y^2, 1/y^3: 0.5000, 0.6669, 0.7518
apparent power 0.1-0.4 MV/cm: dipolar 0.590, short-range 0.969
window 300 K: 0.0413 (z=2) to 1.431 (z=s^2) MV/cm
E(MV/cm)  z  y*(nm)  ln(mu/mu0): integral, Bessel, saddle
0.10  3.112  4.023  -9.558, -9.557, -9.452
0.25  4.920  2.544  -7.946, -7.942, -7.873
0.50  6.959  1.799  -6.078, -6.058, -6.008
1.00  9.841  1.272  -3.486, -3.335, -3.299
leading slope 300 K: 9.841 per sqrt(MV/cm)
fitted slope 0.1-1 MV/cm, 300 K: 8.944 per sqrt(MV/cm)
largest deviation from the line in ln mu: 0.023
fitted slope 378 K: 5.900 per sqrt(MV/cm)
slope ratio 378/300 K: 0.660; T^-1.5: 0.707; T^-1: 0.794
upper window edge 378 K: 1.135 MV/cm
apparent permittivity: Poole-Frenkel 10.77, Schottky 2.69
chosen mu0: 1.0e-06 cm2/Vs; carriers 1.0e+12 cm^-3
E=0.1 MV/cm: mu 7.065e-11 cm2/Vs, J 1.132e-12 A/cm2
E=1.0 MV/cm: mu 3.063e-08 cm2/Vs, J 4.907e-09 A/cm2
E=0.25 MV/cm, exponent at y*: Gaussian 9.311, discrete dipoles 9.471
E=1.00 MV/cm, exponent at y*: Gaussian 6.864, discrete dipoles 7.059
100 nm strands in parallel, E=0.1 MV/cm: mu/mu(1D law) 16.74 +- 1.13
100 nm strands in parallel, E=1.0 MV/cm: mu/mu(1D law) 3.38 +- 0.11
lattice, E=0.25 MV/cm: ln(mu/mu_free) 3D -2.35 +- 0.27, 1D -5.36
lattice, E=1.00 MV/cm: ln(mu/mu_free) 3D -1.49 +- 0.13, 1D -2.17
lattice gain in ln mu, 0.25 to 1 MV/cm: 3D 0.86, 1D 3.20
1 MV/cm: eEa/kT 2.057; hop factor 1.186
1 MV/cm: dipole alignment energy pE/kT 0.081
space-charge field across 100 nm: 6.03e-06 MV/cm
tunnel exponent, 2.5 eV, 0.5 m_e, 1 MV/cm: 191
```
